Curvature and step velocity in spiral growth near equilibrium, part 2

A surface step separates an upper terrace from one that is an atomic layer lower. The problem is how its normal velocity v depends on its local radius r. The curvature κ = 1/r is positive when the upper terrace lies on the concave side. The upper terrace gains the area Ω per attached atom; γ is the line tension, equal for all step directions, T the temperature and k_B the Boltzmann constant. The adatom density is c = c₀(1 + σ), where c₀ is in equilibrium with a straight step and σ is the supersaturation. Until section 12, c is uniform up to the step. Atoms attach at the rate Kc per length and time, with K = 2k and k for each side. Units are nm, eV and s.

Section 1 gave the form v = V₀ (aσ − bΓ/r), with pure numbers a and b and a velocity V₀, here ΩKc₀. When the terrace gains the area δA, the step lengthens by δL; (3) is the edge energy for one atom:

δL = κ δA = δA/r.   (2)

γ δL = γΩ/r.   (3)

The equilibrium density c_eq at a curved step, the velocity, its straight-step value v∞ and the critical radius r*, where v = 0, are

c_eq(r) = c₀ exp(Γ/r),   Γ = γΩ/(k_BT).   (5)

v(r) = ΩK[c − c_eq(r)] = ΩKc₀[1 + σ − exp(Γ/r)].   (6)

v∞ = ΩKc₀σ.   (8)

r* = Γ/ln(1 + σ) = γΩ/[k_BT ln(1 + σ)].   (9)

The free energy of forming an island of N atoms, ΔG(N) = −N k_BT ln(1 + σ) + 2γ√(πΩN), is largest at r*; a free circular island is unstable there. In the discrete model, an island with πr_N² = NΩ and edge energy E(N) = 2γ√(πΩN) gains atoms at the rate 2πr_N Kc and loses them at the rate

W_N = 2πr_(N−1) Kc₀ exp{[E(N) − E(N−1)]/(k_BT)}.   (7)

Example parameters: T = 800 K, Ω = 0.10 nm², γ = 0.20 eV/nm, c₀ = 0.010 nm⁻², σ = 0.050, K = 1000 nm/s.

## 9. The law near equilibrium and its error

Define the pure numbers

x = r*/r,   s = ln(1 + σ).

From r* = Γ/s it follows that Γ/r = sx. Also σ = e^s − 1. Dividing the full velocity by v∞ gives

v/v∞ = [σ − (e^(sx) − 1)]/σ = 1 − g(x),   g(x) = (e^(sx) − 1)/(e^s − 1).   (10)

Hold x fixed and let s become small. Numerator and denominator of g are

e^(sx) − 1 = sx(1 + sx/2 + O(s²)),
e^s − 1 = s(1 + s/2 + O(s²)).

The quotient is

g(x) = x(1 + sx/2)(1 − s/2) + O(s²) = x − (s/2)x(1 − x) + O(s²).

Because s = σ + O(σ²), equation (10) becomes

v/v∞ = 1 − x + (σ/2)x(1 − x) + O(σ²).   (11)

The leading part is the law

v(r) ≈ v∞(1 − r*/r).   (12)

In the notation of section 1, a = b = 1 to leading order. Near equilibrium thus means small σ at fixed r*/r. The exponent Γ/r = sx is then small as well. If r is reduced at fixed σ until Γ/r is no longer small, the expansion fails even though σ is small.

For an advancing arc, 0 < x < 1, the error can be bounded without an expansion. The second derivative

g″(x) = s²e^(sx)/(e^s − 1)

is positive, so g is convex. Since g(0) = 0 and g(1) = 1, the curve lies below its chord between these points: g(x) ≤ x. The full velocity is therefore not smaller than (12).

For the upper bound, fix x between 0 and 1 and consider

q(y) = g(y) − y + Cy(1 − y),

with C chosen so that q(x) = 0. Then q vanishes at 0, x and 1. By Rolle's theorem q′ vanishes at two points between them, and q″ vanishes at some point ξ between those two. Since q″ = g″ − 2C, we have C = g″(ξ)/2. The condition q(x) = 0 now gives

x − g(x) = ½x(1 − x)g″(ξ) ≤ ½x(1 − x) s²e^s/(e^s − 1).

The last step uses the fact that g″ increases with its argument. The remaining factor is at most σ. Indeed, s²e^s/(e^s − 1) ≤ e^s − 1 is equivalent to

s² ≤ e^(−s)(e^s − 1)² = (e^(s/2) − e^(−s/2))² = 4 sinh²(s/2),

which holds because sinh(s/2) ≥ s/2 for s ≥ 0. Thus, for r ≥ r*,

0 ≤ v/v∞ − (1 − r*/r) ≤ (σ/2)(r*/r)(1 − r*/r) ≤ σ/8.   (13)

The final inequality uses x(1 − x) ≤ 1/4. The error in (13) is relative to the straight-step velocity. Dividing the middle bound by 1 − x shows that the error relative to the linear velocity itself is at most σx/2, for r > r*.

For r < r* the arc retreats. A convex curve lies above the extension of its chord, so g(x) > x, and the full retreat is faster than the linear law says. At r = r*/2, for example, x = 2 and

v/v∞ = 1 − (e^(2s) − 1)/(e^s − 1) = 1 − (e^s + 1) = −(1 + σ),

whereas the linear law gives −1.

A common leading-order form of the critical radius is Γ/σ. It follows from ln(1 + σ) ≈ σ and is smaller than r* by the fraction σ/2 at first order. The choice (9) keeps the zero of the linear law at the zero of the full law.

One may instead postulate a velocity linear in the chemical potential difference, v = M(Δμ − γΩ/r), with a constant M. Then v∞ = MΔμ and r* = γΩ/Δμ, and (12) follows within that postulate without a further expansion. With Δμ = k_BT ln(1 + σ) the critical radius is again (9). The two kinetic laws differ away from equilibrium.

## 10. A worked example

The following round parameters describe no named material:

T = 800 K, so k_BT = 0.06894 eV;
Ω = 0.10 nm²;
γ = 0.20 eV/nm;
c₀ = 0.010 nm⁻²;
σ = 0.050;
K = 1000 nm/s.

The capillary length and the critical radius are

Γ = (0.20 eV/nm)(0.10 nm²)/(0.06894 eV) = 0.290 nm,
r* = 0.290 nm/0.04879 = 5.95 nm = 5.95 × 10⁻⁹ m.

The leading estimate Γ/σ is 5.80 nm. A numerical maximization of ΔG(N) gives a critical island of about 1111 atoms and the same radius, 5.95 nm. The straight-step velocity is

v∞ = (0.10 nm²)(1000 nm/s)(0.010 nm⁻²)(0.050) = 0.050 nm/s.

Now take r = 2r* = 11.89 nm. The equilibrium density there is 0.010247 nm⁻², while the actual density is 0.010500 nm⁻². The full law gives

v = (0.10 nm²)(1000 nm/s)(0.010500 − 0.010247) nm⁻² = 0.0253 nm/s.

The linear law gives 0.050 × (1 − 1/2) = 0.0250 nm/s. The difference is about 0.6 percent of v∞, within the bound σ/8 = 0.00625. Other radii give:

r = 1.5r*: full 0.0169 nm/s, linear 0.0167 nm/s;
r = 4r*: full 0.0377 nm/s, linear 0.0375 nm/s;
r = 10r*: full 0.0451 nm/s, linear 0.0450 nm/s;
r = 0.5r*: full −0.0525 nm/s, linear −0.0500 nm/s.

The last line shows the factor 1 + σ found for x = 2. Even at ten critical radii the step is slower than a straight one by about 10 percent, because the curvature correction falls off as 1/r.

At σ = 2 the system is far from equilibrium. For r = 2r*, with r* calculated for this σ, the full ratio v/v∞ is 0.634 and the linear one 0.500. The linear law is too low by 0.134 of v∞. These ratios only compare the linear law with equation (6). With the parameters above, r would be 0.53 nm, which is too small for the continuum description itself. The bound σ/8 = 0.25 still holds, but it no longer promises a good approximation.

## 11. What the law says about a spiral

A screw dislocation that ends at the surface pins one end of a step. As the rest of the step advances, it winds around this point. Since the edge cost (3) is local, the normal velocity at each point of the arm is, for uniform c and small σ,

v = v∞(1 − r*κ).

Suppose that the spiral rotates as a rigid figure with angular velocity ω. A point at distance ρ from the centre then moves with speed ωρ, and its normal velocity cannot exceed this. At the centre the normal velocity is zero, so the law requires κ = 1/r* there. A pinned core thus has the local radius r*, provided that the continuum description holds down to the core.

Parts of the arm with 0 < κ < 1/r* advance more slowly than a straight step, and the error bound (13) applies to them. The instability found in section 7 concerns a free circle, whose radius can change uniformly. The pinned end of a spiral is subject to a different constraint.

## 12. When surface diffusion matters

The assumption of uniform density can be examined for a circular step. Let atoms arrive with the flux F per area and time, diffuse with the coefficient D, and desorb after the mean lifetime τ. Far from steps the density is c = Fτ. If the step moves slowly compared with the relaxation of the density, the adatom density n(ρ) obeys the stationary equation

D(n″ + n′/ρ) + F − n/τ = 0.

Put u = n − c and λ = √(Dτ), the diffusion length. Then

u″ + u′/ρ = u/λ².

The solution that vanishes far outside the step is BK₀(ρ/λ). The solution that is regular at the centre is AI₀(ρ/λ). Here I₀, I₁, K₀ and K₁ are modified Bessel functions, with I₀′ = I₁ and K₀′ = −K₁. The indexed K₀ and K₁ are not attachment coefficients.

Let Δ = c − c_eq(r) and h = kλ/D. All Bessel functions below are taken at r/λ. On the outside, the diffusive flux toward the step equals the net attachment:

−DBK₁/λ = k(Δ + BK₀).

Solving for B gives B = −kΔ/(kK₀ + DK₁/λ), and the flux is

J_out = −DBK₁/λ = kΔ/(1 + hK₀/K₁).

On the inside, the flux toward the step points outward, so

−DAI₁/λ = k(Δ + AI₀),   J_in = kΔ/(1 + hI₀/I₁).

For a straight step, u falls off as exp(−y/λ) with the distance y on either side. The ratio of Bessel functions is then replaced by 1, and each side supplies kc₀σ/(1 + h). The straight-step velocity becomes

v∞ = 2Ωkc₀σ/(1 + h).

Adding the two fluxes at the circular step and dividing by this v∞ gives

v/v∞ = G[1 − (exp(Γ/r) − 1)/σ],   (14)

G = ½(1 + h)[1/(1 + hK₀/K₁) + 1/(1 + hI₀/I₁)].

Diffusion leaves the zero at r* in place, because G is positive. It changes the velocity elsewhere. The linear law requires G ≈ 1.

One way to reach G ≈ 1 is slow attachment, with h, hK₀/K₁ and hI₀/I₁ all small. For r ≪ λ, I₀ ≈ 1 and I₁ ≈ r/(2λ), so that hI₀/I₁ ≈ 2kτ/r. A small h alone is therefore not enough: the inner terrace is small and can supply few atoms.

Another way is r ≫ λ. Let z = r/λ and w = K₀/K₁. The Bessel equation gives w′ = w² − 1 + w/z. Inserting w = 1 + a₁/z + a₂/z² and comparing powers gives 2a₁ + 1 = 0 and −a₁ = a₁² + 2a₂ + a₁, hence a₁ = −1/2 and a₂ = 3/8. For p = I₀/I₁ the equation is p′ = 1 − p² + p/z, and the same comparison gives +1/2 and 3/8. Thus

K₀/K₁ = 1 − λ/(2r) + 3λ²/(8r²) + …,
I₀/I₁ = 1 + λ/(2r) + 3λ²/(8r²) + ….

Let η = h/(1 + h). If a Bessel ratio is 1 + d, then (1 + h)/(1 + h + hd) = 1 − ηd + η²d² + …. Averaging over the two sides cancels the terms in λ/r and leaves

G = 1 − (3η/8 − η²/4)(λ/r)² + ….   (15)

Because both sides attach atoms equally well in this model, the 1/r term in the velocity still comes from the Gibbs-Thomson effect alone. For this term to dominate the diffusion correction, r must also be large compared with (3η/8 − η²/4)λ²/r*.

Two cases with D = 10⁶ nm²/s illustrate the result. The other parameters are those of section 10, except where k is changed. In the slow case, k = 500 nm/s and τ = 10⁻⁴ s, so λ = 10 nm and h = 0.005. At r = 2r*, G = 0.998. In the fast case, k = 50000 nm/s and τ = 10⁻² s, so λ = 100 nm and h = 5. At the same radius G = 1.30. The outer side now draws atoms from a widening region, which outweighs the weak supply from the small inner terrace. With growing r, G falls through 1 and then approaches 1 from below, in line with (15). At r = 10λ = 1000 nm it is 0.999.

A separate numerical solution of the diffusion equation, with 4000 radial cells on each side, gives v/v∞ = 0.505 and 0.659 for the slow and fast cases at r = 2r*. Equation (14) gives the same values to three digits.

## 13. Real growth

The line tension used here is of a plausible rough size for crystal steps, but it varies widely between surfaces. Both cases of section 12 assume a barrier to attachment. Without one, k would be of order D/√Ω, here about 3 × 10⁶ nm/s. Then h ≈ λ/√Ω would be large, and the density could not be taken as uniform up to the step. The slow case is also untypical in its deposition flux: ΩF = Ωc/τ is about 10 atomic layers per second, nearly all of it balanced by desorption. Molecular-beam epitaxy often works at about one layer per second or less. Reaching one layer per second at fixed c, k and D requires τ ≈ 10⁻³ s. Then 2kτ/r is about 0.08 at r = 2r*, which lowers the inner supply by about 8 percent and the total velocity by roughly 4 percent relative to uniform density. This change matches only the deposition flux. At straight or convex steps, at most the fraction σ/(1 + σ), about 5 percent, of the deposited atoms is built in here, whereas in molecular-beam epitaxy desorption is often negligible. Because v∞ is lowered too, the ratio v/v∞ changes by the factor G = 0.97 for τ = 10⁻³ s at r = 2r*. Fast attachment changes more: in the fast case of section 12, at the same radius, the ratio v/v∞ is 1.30 times its uniform-density value, while the velocity itself is about 0.22 of its uniform-density value. Real steps may also take up atoms more readily from one terrace than from the other. The terms in λ/r then no longer cancel as they did in section 12. If attachment is fast and the lower terrace is favoured, they can outweigh the Gibbs-Thomson term, so that a large convex arc advances faster than a straight step. For attachment from the lower terrace alone, G = 1 + ηλ/(2r) + …, so this requires ηλ/2 > r*. The condition is met in the fast case of section 12, but for λ = 10 nm and the r* of section 10 it is not met at any k. Section 12 also treats a single step: turns of a spiral that are not many diffusion lengths apart compete for adatoms. Real steps can also have a direction-dependent edge energy, and then a single r* does not describe the whole spiral. For an isotropic step, r* is proportional to γ, so an error of 30 percent in γ moves r* by 30 percent. The numerical output below lists the values behind the examples of sections 3, 6, 10 and 12.

Computed values

```
temperature = 800 K; kB*T = 0.068939 eV
area per atom = 0.10 nm^2
step line tension = 0.20 eV/nm
equilibrium adatom density c0 = 0.010 nm^-2
supersaturation sigma = 0.050 (dimensionless)
log(1+sigma) = 0.048790 (dimensionless)
total attachment coefficient K = 1000 nm/s
capillary length Gamma = 0.29011 nm
critical radius r* = 5.9461 nm = 5.9461e-09 m
leading estimate Gamma/sigma = 5.8023 nm
critical atom number = 1110.8
radius from free-energy maximum = 5.9461 nm
straight-step velocity = 0.05000 nm/s
upper bound on error/v_straight for r>=r* = 0.00625
r/r* | r (nm) | ceq (nm^-2) | full v (nm/s) | linear v (nm/s)
0.5 | 2.9731 | 0.0110250 | -0.052500 | -0.050000
1.0 | 5.9461 | 0.0105000 | 0.000000 | 0.000000
1.5 | 8.9192 | 0.0103306 | 0.016938 | 0.016667
2.0 | 11.8923 | 0.0102470 | 0.025305 | 0.025000
4.0 | 23.7845 | 0.0101227 | 0.037728 | 0.037500
10.0 | 59.4614 | 0.0100489 | 0.045109 | 0.045000
sigma=2.0, r=2r*: full v/v_straight=0.63397, linear=0.50000
ellipse semiaxes = 3.0, 2.0 (arbitrary length unit)
ellipse angle (rad) | measured dL/dA | curvature (inverse length unit)
0.7 | 0.40089 | 0.40070
1.3 | 0.23634 | 0.23616
island atoms | discrete v/v_straight | continuum v/v_straight
2499 | 0.34281 | 0.33874
4443 | 0.50837 | 0.50610
17772 | 0.75512 | 0.75455
diffusion coefficient in both cases = 1.0e+06 nm^2/s
slow: k per side=500 nm/s, lifetime=1.0e-04 s, lambda=10.0 nm, h=0.005
  r=11.892 nm: G=0.99829, numerical v/v_straight=0.50523
slow: k per side=500 nm/s, lifetime=1.0e-04 s, lambda=10.0 nm, h=0.005
  r=100.000 nm: G=0.99998, numerical v/v_straight=0.94188
fast: k per side=50000 nm/s, lifetime=1.0e-02 s, lambda=100.0 nm, h=5.000
  r=11.892 nm: G=1.30183, numerical v/v_straight=0.65881
fast: k per side=50000 nm/s, lifetime=1.0e-02 s, lambda=100.0 nm, h=5.000
  r=1000.000 nm: G=0.99859, numerical v/v_straight=0.99279
```
